# Extrapolating a Charged-Defect Energy from Three Cubic Supercells: a numerical check

```python
"""Three-cell extrapolation of a charged-defect energy.

Result under test: E(L) = E_inf + a/L + b/L^3, sampled at L, 2L, 4L, gives
  E_inf = (E1 - 10 E2 + 16 E3)/7
  a = (2L/3)(9 E2 - 8 E3 - E1),  b = (32 L^3/21)(E1 - 3 E2 + 2 E3).
E: energy in eV; L: cubic cell length in angstrom; E_inf: dilute limit;
a, b: finite-size coefficients in eV angstrom and eV angstrom^3.
The two powers are tested on Gaussian charges in a uniform dielectric,
with a neutralizing background and zero average potential.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.special import erfc

lengths = np.array([10.0, 20.0, 40.0])
energies = np.array([2.7000, 2.8125, 2.9016])
half_digit = 0.00005
design = np.column_stack([np.ones(3), 1 / lengths, 1 / lengths**3])


def solve_cells(values):
    return np.linalg.solve(design, values)


def lattice_squares(n_max):
    """Squared lengths of nonzero integer vectors in a cube."""
    n = np.arange(-n_max, n_max + 1, dtype=float)
    squares = (n[:, None, None]**2 + n[None, :, None]**2
               + n[None, None, :]**2).ravel()
    return squares[squares > 0]


# Linear solution against the elimination formulas
limit, a, b = solve_cells(energies)
E1, E2, E3 = energies
L = lengths[0]
formula = np.array([(E1 - 10 * E2 + 16 * E3) / 7,
                    (2 * L / 3) * (9 * E2 - 8 * E3 - E1),
                    (32 * L**3 / 21) * (E1 - 3 * E2 + 2 * E3)])
assert np.allclose([limit, a, b], formula, rtol=1e-10, atol=1e-10)

# Every corner of the rounding box, solved afresh
corners = np.array([solve_cells(energies + half_digit * np.array(signs))
                    for signs in itertools.product([-1, 1], repeat=3)])
spread = np.max(np.abs(corners - np.array([limit, a, b])), axis=0)
bounds = half_digit * np.array([27 / 7, 12 * L, 64 * L**3 / 7])
assert np.allclose(spread, bounds, rtol=1e-7)
assert abs(limit - 3.0) <= spread[0]
round_set = np.array([3.0, -4.0, 100.0])
round_energies = design @ round_set
assert np.all(np.abs(round_energies - energies) <= half_digit + 1e-12)

test_length = 30.0
test_row = np.array([1, 1 / test_length, 1 / test_length**3])
prediction = test_row @ np.array([limit, a, b])
prediction_spread = np.max(np.abs(corners @ test_row - prediction))

# Limits from pairs of cells when the cubic term is left out
pair_limits = []
for i in (0, 1):
    pair_design = np.column_stack([np.ones(2), 1 / lengths[i:i + 2]])
    pair_limits.append(np.linalg.solve(pair_design, energies[i:i + 2])[0])
pair_errors = np.array(pair_limits) - limit
assert np.allclose(pair_errors, [-3 * b / (4 * L**3), -3 * b / (32 * L**3)],
                   atol=1e-10)

# Effect of an omitted fifth-power term
fifth_size = 0.010
fifth_shift = solve_cells(energies + fifth_size * (L / lengths)**5)[0] - limit
assert abs(fifth_shift - 45 * fifth_size / 448) < 1e-11

# Madelung constant: Ewald sum against a direct sum over neutral cells
small_squares = lattice_squares(6)
eta = 2.0
distance = np.sqrt(small_squares)
G_squared = (2 * np.pi)**2 * small_squares
madelung = -(np.sum(erfc(eta * distance) / distance)
             + 4 * np.pi * np.sum(np.exp(-G_squared / (4 * eta**2)) / G_squared)
             - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)
N = 40
big_squares = lattice_squares(N)
cube_integral = 3 * np.log(2 + np.sqrt(3)) - np.pi / 2
direct_potential = (np.sum(1 / np.sqrt(big_squares))
                    - (2 * N + 1)**2 * cube_integral)
direct_madelung = -(direct_potential - np.pi / 6)
# The finite cube leaves an error falling as the inverse square of N.
assert abs(direct_madelung - madelung) < 2e-4

# Gaussian charge: explicit periodic energy minus isolated self-energy
coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10
epsilon = coulomb * madelung / (2 * abs(a))


def gaussian_shift(cell, width):
    g2 = (2 * np.pi / cell)**2 * big_squares
    periodic = 2 * np.pi / cell**3 * np.sum(np.exp(-width**2 * g2) / g2)
    isolated = 1 / (2 * width * np.sqrt(np.pi))
    return coulomb / epsilon * (periodic - isolated)


def power_law(cell, width):
    return coulomb / epsilon * (-madelung / (2 * cell)
                                + 2 * np.pi * width**2 / cell**3)


narrow_width = 1.0
narrow_sum = np.array([gaussian_shift(x, narrow_width) for x in lengths])
narrow_law = np.array([power_law(x, narrow_width) for x in lengths])
narrow_error = np.max(np.abs(narrow_sum - narrow_law))
assert narrow_error < 1e-8

# Gaussian with the fitted coefficients, including overlap of its images
width = np.sqrt(b * epsilon / (2 * np.pi * coulomb))
model = limit + np.array([gaussian_shift(x, width) for x in lengths])
overlap = model - design @ np.array([limit, a, b])
image_distance = L * np.sqrt(small_squares)
overlap_formula = -coulomb / (2 * epsilon) * np.sum(
    erfc(image_distance / (2 * width)) / image_distance)
assert abs(overlap[0] - overlap_formula) < 1e-8
model_limit_shift = solve_cells(model)[0] - limit
assert abs(model_limit_shift - overlap_formula / 7) < 1e-7

hartree = constants.physical_constants["Hartree energy in eV"][0]
print("INPUT AND SOLUTION")
for x, energy in zip(lengths, energies):
    print(f"energy at L = {x:.0f} angstrom: {energy:.4f} eV")
print(f"limit E_inf: {limit:.6f} eV = {limit / hartree:.5f} hartree")
print(f"coefficient a: {a:.4f} eV angstrom")
print(f"coefficient b: {b:.3f} eV angstrom^3")
for x in lengths:
    print(f"L = {x:.0f} angstrom: a/L = {a / x:.5f} eV, "
          f"b/L^3 = {b / x**3:.5f} eV")
print("ROUNDING")
print(f"largest rounding error of each energy: {half_digit:.5f} eV")
print(f"bound on limit: {spread[0]:.6f} eV")
print(f"bound on a: {spread[1]:.4f} eV angstrom")
print(f"bound on b: {spread[2]:.3f} eV angstrom^3")
print(f"round set: {round_set[0]:.2f} eV, {round_set[1]:.1f} eV angstrom, "
      f"{round_set[2]:.0f} eV angstrom^3")
for x, energy in zip(lengths, round_energies):
    print(f"round set at L = {x:.0f} angstrom: {energy:.7f} eV")
print(f"predicted energy at {test_length:.0f} angstrom: {prediction:.5f} eV")
print(f"rounding bound on prediction: {prediction_spread:.6f} eV")
print("MODEL ERRORS")
for i in (0, 1):
    print(f"1/L-only limit from {lengths[i]:.0f} and {lengths[i + 1]:.0f} "
          f"angstrom: {pair_limits[i]:.4f} eV")
    print(f"  difference from three-cell limit: {pair_errors[i]:.5f} eV")
print(f"added L^-5 term at 10 angstrom: {fifth_size:.3f} eV")
print(f"resulting limit shift: {fifth_shift:.6f} eV")
print("PHYSICAL READING FOR |q| = 1")
print(f"Coulomb constant k: {coulomb:.5f} eV angstrom")
print(f"Madelung constant, Ewald: {madelung:.6f} (no unit)")
print(f"Madelung constant, direct: {direct_madelung:.6f} (no unit)")
print(f"dielectric constant from a: {epsilon:.3f} (no unit)")
print(f"narrow Gaussian width: {narrow_width:.1f} angstrom")
print(f"largest law error, narrow Gaussian: {narrow_error:.1e} eV")
print(f"equivalent Gaussian width from b: {width:.3f} angstrom")
print(f"its image-overlap energy at 10 angstrom: {overlap[0]:.6f} eV")
print(f"its shift of the extrapolated limit: {model_limit_shift:.6f} eV")
print("finished without a failed check")
```

It prints:

```
INPUT AND SOLUTION
energy at L = 10 angstrom: 2.7000 eV
energy at L = 20 angstrom: 2.8125 eV
energy at L = 40 angstrom: 2.9016 eV
limit E_inf: 3.000086 eV = 0.11025 hartree
coefficient a: -4.0020 eV angstrom
coefficient b: 100.114 eV angstrom^3
L = 10 angstrom: a/L = -0.40020 eV, b/L^3 = 0.10011 eV
L = 20 angstrom: a/L = -0.20010 eV, b/L^3 = 0.01251 eV
L = 40 angstrom: a/L = -0.10005 eV, b/L^3 = 0.00156 eV
ROUNDING
largest rounding error of each energy: 0.00005 eV
bound on limit: 0.000193 eV
bound on a: 0.0060 eV angstrom
bound on b: 0.457 eV angstrom^3
round set: 3.00 eV, -4.0 eV angstrom, 100 eV angstrom^3
round set at L = 10 angstrom: 2.7000000 eV
round set at L = 20 angstrom: 2.8125000 eV
round set at L = 40 angstrom: 2.9015625 eV
predicted energy at 30 angstrom: 2.87039 eV
rounding bound on prediction: 0.000052 eV
MODEL ERRORS
1/L-only limit from 10 and 20 angstrom: 2.9250 eV
  difference from three-cell limit: -0.07509 eV
1/L-only limit from 20 and 40 angstrom: 2.9907 eV
  difference from three-cell limit: -0.00939 eV
added L^-5 term at 10 angstrom: 0.010 eV
resulting limit shift: 0.001004 eV
PHYSICAL READING FOR |q| = 1
Coulomb constant k: 14.39965 eV angstrom
Madelung constant, Ewald: 2.837297 (no unit)
Madelung constant, direct: 2.837301 (no unit)
dielectric constant from a: 5.104 (no unit)
narrow Gaussian width: 1.0 angstrom
largest law error, narrow Gaussian: 1.3e-12 eV
equivalent Gaussian width from b: 2.377 angstrom
its image-overlap energy at 10 angstrom: -0.002508 eV
its shift of the extrapolated limit: -0.000358 eV
finished without a failed check
```
